**Near-degeneracy correlation in beryllium-like ions: a three-state model**

The program studies E_c = Z ε(x), with x = α²Z³/16, where Z is the nuclear charge, α the fine-structure constant and ε the lowest eigenvalue of a matrix over 2s², 2p1/2² and 2p3/2². It asserts that the closed-form radial integrals agree with quadrature, and that the matrix reproduces a 16-determinant calculation with explicit angular integration and spin–orbit coupling. It also asserts the cubic root, its inverse, the small-x and large-x limits, and the local slope. The model's growth rate falls from 11.73 mhartree per unit charge to a minimum of 2.50 near Z = 49, then rises towards 4.83. A second calculation uses hydrogenic Dirac orbitals, checked through a virial identity and 1s–2s orthogonality. It asserts that removing the 2p splitting at Z = 50 brings ε closer to its nonrelativistic value than to its value with the splitting. With Dirac orbitals the correlation energy is nearly flat at Z = 80, so the model's renewed growth is not seen there.

## Numerical verification

```python
"""Near-degeneracy correlation in beryllium-like ions, J=0, even parity.

Result under test: E_c = Z*eps(x), x = alpha^2 Z^3/16, where eps is the lowest
eigenvalue of a 3x3 matrix over 2s^2, 2p1/2^2, 2p3/2^2 (2s^2 element = 0).
E_c is linear in Z with slope -s0 at small x and tends to -sinf*Z at large x,
where 2p3/2^2 has decoupled. Between them the growth is slower than either.
Z: nuclear charge; alpha: fine-structure constant; Hartree atomic units.
Repulsion integrals are in units of Z, lengths in units of 1/Z.
"""
import itertools
import numpy as np
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar

hartree_ev = physical_constants["Hartree energy in eV"][0]
t = np.linspace(np.log(1e-6), np.log(90.0), 3500)
r = np.exp(t)


def integral(f):
    return float(CubicSpline(t, f * r).integrate(t[0], t[-1]))


def slater(k, f, g):
    """Double integral of f(r1) g(r2) r_<^k / r_>^(k+1)."""
    inner_f = CubicSpline(t, f * r**(k + 1)).antiderivative()(t)
    inner_g = CubicSpline(t, g * r**(k + 1)).antiderivative()(t)
    return integral((f * inner_g + g * inner_f) / r**(k + 1))


# Nonrelativistic radial functions and the closed-form integrals
R1s = 2 * r * np.exp(-r)
R2s = r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
R2p = r**2 * np.exp(-r / 2) / (2 * np.sqrt(6))
F0_1s2s, G0_1s2s, F0_1s2p, G1_1s2p = 17/81, 16/729, 59/243, 112/2187
F0_ss, F0_pp, F2_pp, G1_sp = 77/512, 93/512, 45/512, 45/512
checks = [(F0_1s2s, 0, R1s**2, R2s**2), (G0_1s2s, 0, R1s*R2s, R1s*R2s),
          (F0_1s2p, 0, R1s**2, R2p**2), (G1_1s2p, 1, R1s*R2p, R1s*R2p),
          (F0_ss, 0, R2s**2, R2s**2), (F0_pp, 0, R2p**2, R2p**2),
          (F2_pp, 2, R2p**2, R2p**2), (G1_sp, 1, R2s*R2p, R2s*R2p)]
for closed, k, f, g in checks:
    assert abs(closed - slater(k, f, g)) < 1e-7

# The 3x3 model
core_s = 2 * F0_1s2s - G0_1s2s
core_p = 2 * F0_1s2p - G1_1s2p / 3
core_gap = 2 * (core_p - core_s)
D1 = core_gap + F0_pp - F0_ss
D2 = core_gap + F0_pp + F2_pp / 5 - F0_ss
c1, c2, o = G1_sp / 3, np.sqrt(2) * G1_sp / 3, np.sqrt(2) * F2_pp / 5
M0 = np.array([[0, c1, c2], [c1, D1, o], [c2, o, D2]])
assert abs(core_gap - 928/6561) < 1e-14


def x_of(Z):
    return alpha**2 * Z**3 / 16


def solve(x):
    values, vectors = np.linalg.eigh(M0 + np.diag([0, 0, x]))
    return values[0], vectors[:, 0]**2


def cubic_root(x):
    M = M0 + np.diag([0, 0, x])
    m = np.trace(M) / 3
    A = M - m * np.eye(3)
    p = np.trace(A @ A) / 6
    theta = np.arccos(np.clip(np.linalg.det(A) / (2 * p**1.5), -1, 1)) / 3
    return m + 2 * np.sqrt(p) * np.cos(theta + 2 * np.pi / 3)


def x_from_root(e):
    return -np.linalg.det(M0 - e*np.eye(3)) / (e * (e - D1) - c1**2)


def slope(Z):
    e, w = solve(x_of(Z))
    return e + 3 * x_of(Z) * w[2]


# Independent determinant calculation: explicit angular integration and l.s
mu, wmu = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
MU, PH = np.meshgrid(mu, phi, indexing="ij")
ST = np.sqrt(1 - MU**2)
points = np.array([ST*np.cos(PH), ST*np.sin(PH), MU]).reshape(3, -1)
weights = np.repeat(wmu, 12) * 2 * np.pi / 12
Y = np.vstack([np.ones((2, points.shape[1])), np.sqrt(3)*points])
Y = Y / np.sqrt(4 * np.pi)
radial = [R1s, R2s, R2p]
shell = [0, 1, 2, 2, 2]
cosine = points.T @ points
pair_ang = np.einsum("ag,bg,g->abg", Y, Y, weights).reshape(25, -1)
eri = np.zeros((5, 5, 5, 5))
for k, kernel in enumerate([np.ones_like(cosine), cosine,
                            1.5*cosine**2 - 0.5]):
    ang = (pair_ang @ kernel @ pair_ang.T).reshape(5, 5, 5, 5)
    rad = np.zeros((3, 3, 3, 3))
    for a, b, c, d in itertools.product(range(3), repeat=4):
        if a <= b and c <= d and (a, b) <= (c, d):
            v = slater(k, radial[a]*radial[b], radial[c]*radial[d])
            for i, j in ((a, b), (b, a)):
                for m, n in ((c, d), (d, c)):
                    rad[i, j, m, n] = rad[m, n, i, j] = v
    eri += ang * rad[np.ix_(shell, shell, shell, shell)]

core_field = 2*eri[0, 0, 1:, 1:] - eri[0, 1:, 0, 1:]
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
l_dot_s = sum(np.kron(-1j*levi[i], pauli[i]/2) for i in range(3))
upper_p = np.zeros((8, 8), complex)
upper_p[2:, 2:] = (l_dot_s + np.eye(6)) / 1.5
assert np.allclose(upper_p @ upper_p, upper_p)
assert abs(np.trace(upper_p) - 4) < 1e-12
repulsion = np.einsum("ikjl,ab,cd->iajckbld", eri[1:, 1:, 1:, 1:],
                      np.eye(2), np.eye(2)).reshape(64, 64)
pairs = [(0, 1)] + list(itertools.combinations(range(2, 8), 2))
basis = np.zeros((64, len(pairs)))
for n, (i, j) in enumerate(pairs):
    basis[8*i + j, n], basis[8*j + i, n] = 2**-0.5, -2**-0.5


def determinant_energy(x):
    h = np.kron(core_field, np.eye(2)) + x/2 * upper_p
    H = np.kron(h, np.eye(8)) + np.kron(np.eye(8), h) + repulsion
    H = basis.T @ H @ basis
    return np.linalg.eigvalsh(H)[0] - H[0, 0].real


for Z in (4, 20, 40, 80):
    x = x_of(Z)
    e, w = solve(x)
    assert abs(e - determinant_energy(x)) < 1e-6
    assert abs(e - cubic_root(x)) < 1e-10
    assert abs(x_from_root(e) / x - 1) < 1e-7
    dZ = 1e-3 * Z
    numeric = ((Z+dZ)*solve(x_of(Z+dZ))[0]
               - (Z-dZ)*solve(x_of(Z-dZ))[0]) / (2*dZ)
    assert abs(numeric - slope(Z)) < 1e-6

# Limits and the approach to them
gap_LS = core_gap + F0_pp + 2*F2_pp/5 - F0_ss
c_LS = G1_sp / np.sqrt(3)
s0 = np.sqrt(gap_LS**2/4 + c_LS**2) - gap_LS/2
sinf = np.sqrt(D1**2/4 + c1**2) - D1/2
e0, w0 = solve(0.0)
assert abs(e0 + s0) < 1e-12
assert abs(solve(1e7)[0] + sinf) < 1e-8
ground2 = np.linalg.eigh(M0[:2, :2])[1][:, 0]
kappa2 = float(ground2 @ M0[:2, 2])**2
x_small, x_large = x_of(4), x_of(1000)
assert abs((solve(x_small)[0] - e0)/(w0[2]*x_small) - 1) < 0.01
assert abs((solve(x_large)[0] + sinf)*x_large/(-kappa2) - 1) < 0.01

# Charge of slowest growth, and charge where |E_c|/Z is halfway
opt = minimize_scalar(lambda Z: -slope(Z), bounds=(10, 200),
                      method="bounded")
opt = minimize_scalar(lambda Z: abs(slope(Z)), bounds=(10, 200),
                      method="bounded")
Z_slow = opt.x
scan = np.array([slope(Z) for Z in np.arange(4, 301)])
assert np.all(scan < 0)
assert abs(np.arange(4, 301)[np.argmax(scan)] - Z_slow) <= 1
assert -slope(Z_slow) < sinf < s0
Z_half = (16 * x_from_root(-(s0 + sinf)/2) / alpha**2)**(1/3)
assert abs(solve(x_of(Z_half))[0] + (s0 + sinf)/2) < 1e-10
Z_cross = (16 * D2 / alpha**2)**(1/3)


# Dirac hydrogenic orbitals: unit charge, speed of light c = 1/(alpha Z)
def dirac_orbital(n, kap, Z):
    c = 1 / (alpha * Z)
    g = np.sqrt(kap**2 - 1/c**2)
    E = c**2 * (1/np.sqrt(1 + (1/(c*(n - abs(kap) + g)))**2) - 1)
    lam = np.sqrt(-E * (2 + E/c**2))
    p0, q0 = 1.0, c * (g + kap)
    p1, q1 = np.linalg.solve(
        [[g + 1 + kap, -1/c], [1/c, g + 1 - kap]],
        [lam*p0 + (2*c + E/c)*q0, lam*q0 - E/c*p0])
    envelope = r**g * np.exp(-lam * r)
    P, Q = envelope*(p0 + p1*r), envelope*(q0 + q1*r)
    norm = np.sqrt(integral(P**2 + Q**2))
    return E, P/norm, Q/norm


def dirac_matrix(Z, splitting=True):
    orb = [dirac_orbital(*nk, Z) for nk in ((1, -1), (2, -1), (2, 1), (2, -2))]

    def rho(a, b):
        return orb[a][1]*orb[b][1] + orb[a][2]*orb[b][2]

    def ex(k, a, b):
        return slater(k, rho(a, b), rho(a, b))

    diag = []
    for a in (1, 2, 3):
        exchange = ex(0, 0, a) if a == 1 else ex(1, 0, a)/3
        core = 2*slater(0, rho(0, 0), rho(a, a)) - exchange
        diag.append(2*core + ex(0, a, a))
    diag[2] += ex(2, 3, 3) / 5
    if splitting:
        diag[2] += 2 * Z * (orb[3][0] - orb[2][0])
    M = np.diag(np.array(diag) - diag[0])
    M[0, 1] = M[1, 0] = ex(1, 1, 2) / 3
    M[0, 2] = M[2, 0] = np.sqrt(2) * ex(1, 1, 3) / 3
    M[1, 2] = M[2, 1] = np.sqrt(2) * ex(2, 2, 3) / 5
    return M


def dirac_eps(Z, splitting=True):
    return np.linalg.eigvalsh(dirac_matrix(Z, splitting))[0]


for Z in (5, 50, 80):
    for nk in ((1, -1), (2, -1), (2, 1), (2, -2)):
        E, P, Q = dirac_orbital(*nk, Z)
        assert abs(integral(P**2 - Q**2) - 1 - E*(alpha*Z)**2) < 1e-7
    a, b = dirac_orbital(1, -1, Z), dirac_orbital(2, -1, Z)
    assert abs(integral(a[1]*b[1] + a[2]*b[2])) < 1e-7
    assert abs(b[0] - dirac_orbital(2, 1, Z)[0]) < 1e-10
split5 = dirac_orbital(2, -2, 5)[0] - dirac_orbital(2, 1, 5)[0]
assert abs(split5 / ((alpha*5)**2/32) - 1) < 0.01
# Neglected orbital changes must start as (alpha Z)^2: factor 4 on doubling Z
dev5 = dirac_eps(5) - solve(x_of(5))[0]
dev10 = dirac_eps(10) - solve(x_of(10))[0]
assert abs(dev5) < 0.01*s0 and 3.5 < dev10/dev5 < 4.5
# Cause: without the 2p splitting most of the loss at Z=50 must vanish
with50, without50 = dirac_eps(50), dirac_eps(50, False)
assert abs(without50 + s0) < abs(without50 - with50)

print(f"alpha = {alpha:.8f}; 1 hartree = {hartree_ev:.5f} eV")
print(f"core part of 2p^2 - 2s^2 gap: {core_gap:.6f} Z hartree")
print(f"D1 = {D1:.6f}, D2 = {D2:.6f} (Z hartree)")
print(f"c1 = {c1:.6f}, c2 = {c2:.6f}, o = {o:.6f} (Z hartree)")
print(f"LS gap = {gap_LS:.6f}, LS coupling = {c_LS:.6f} (Z hartree)")
print(f"s0 = {s0:.6f}, sinf = {sinf:.6f} hartree per unit Z")
print(f"ratio sinf/s0 = {sinf/s0:.4f}")
print(f"x=0 weights 2s2, 2p1/2^2, 2p3/2^2: {np.round(w0, 5)}")
print(f"limit weights 2s2, 2p1/2^2: {np.round(ground2**2, 5)}")
print(f"kappa^2 = {kappa2:.6e} (Z hartree)^2")
print(f"Z where x = D2: {Z_cross:.2f}")
print(f"Z where |E_c|/Z is halfway: {Z_half:.2f}")
print(f"Z of slowest growth: {Z_slow:.2f}")
print(f"|dE_c/dZ| there: {-slope(Z_slow):.6f} hartree")
print("Model: Z, x, -E_c (mhartree), -dE_c/dZ (mhartree), weights")
for Z in (4, 10, 20, 30, 40, 50, 60, 80):
    e, w = solve(x_of(Z))
    print(f"{Z:3d} {x_of(Z):.5f} {-1000*Z*e:.2f} {-1000*slope(Z):.3f}",
          " ".join(f"{v:.5f}" for v in w))
print("Straight lines: Z, s0*Z, sinf*Z (mhartree)")
for Z in (20, 50, 80):
    print(f"{Z:3d} {1000*s0*Z:.2f} {1000*sinf*Z:.2f}")
e50 = -50*solve(x_of(50))[0]
print(f"Model -E_c at Z=50: {e50:.5f} hartree = {e50*hartree_ev:.3f} eV")
print("Dirac orbitals: Z, -E_c, -E_c without 2p splitting (mhartree)")
for Z in (10, 30, 50, 80):
    print(f"{Z:3d} {-1000*Z*dirac_eps(Z):.2f}",
          f"{-1000*Z*dirac_eps(Z, False):.2f}")
print("Dirac orbitals: Z, -dE_c/dZ by central difference (mhartree)")
for Z in (10, 30, 50, 80):
    d = ((Z+1)*dirac_eps(Z+1) - (Z-1)*dirac_eps(Z-1)) / 2
    print(f"{Z:3d} {-1000*d:.3f}")
M80 = dirac_matrix(80)
print(f"Dirac orbitals, Z=80: D1 = {M80[1, 1]:.6f},",
      f"c1 = {M80[0, 1]:.6f} (Z hartree)")
print("success")
```

Output:

```
alpha = 0.00729735; 1 hartree = 27.21139 eV
core part of 2p^2 - 2s^2 gap: 0.141442 Z hartree
D1 = 0.172692, D2 = 0.190270 (Z hartree)
c1 = 0.029297, c2 = 0.041432, o = 0.024859 (Z hartree)
LS gap = 0.207848, LS coupling = 0.050744 (Z hartree)
s0 = 0.011727, sinf = 0.004835 hartree per unit Z
ratio sinf/s0 = 0.4123
x=0 weights 2s2, 2p1/2^2, 2p3/2^2: [0.9493 0.0169 0.0338]
limit weights 2s2, 2p1/2^2: [0.97349 0.02651]
kappa^2 = 1.356552e-03 (Z hartree)^2
Z where x = D2: 38.52
Z where |E_c|/Z is halfway: 39.19
Z of slowest growth: 49.09
|dE_c/dZ| there: 0.002501 hartree
Model: Z, x, -E_c (mhartree), -dE_c/dZ (mhartree), weights
  4 0.00021 46.88 11.698 0.94936 0.01691 0.03373
 10 0.00333 116.16 11.289 0.95020 0.01704 0.03276
 20 0.02663 218.56 8.802 0.95546 0.01792 0.02662
 30 0.08986 288.09 5.161 0.96385 0.01968 0.01648
 40 0.21301 326.98 2.964 0.97020 0.02165 0.00815
 50 0.41603 353.29 2.504 0.97312 0.02323 0.00366
 60 0.71889 379.51 2.800 0.97406 0.02431 0.00163
 80 1.70404 444.07 3.619 0.97418 0.02545 0.00038
Straight lines: Z, s0*Z, sinf*Z (mhartree)
 20 234.54 96.70
 50 586.34 241.74
 80 938.15 386.78
Model -E_c at Z=50: 0.35329 hartree = 9.613 eV
Dirac orbitals: Z, -E_c, -E_c without 2p splitting (mhartree)
 10 116.78 117.91
 30 295.54 370.97
 50 347.57 697.99
 80 366.31 1940.38
Dirac orbitals: Z, -dE_c/dZ by central difference (mhartree)
 10 11.465
 30 5.282
 50 1.105
 80 0.098
Dirac orbitals, Z=80: D1 = 0.263865, c1 = 0.031587 (Z hartree)
success
```
